# Why some L1_0 antiphase boundaries cost no nearest-neighbour energy

## Two planes of the ordered crystal

Write the sites of an fcc lattice as

\[
\mathbf R=\frac a2(x,y,z),\qquad x+y+z\ \text{even},
\]

with integers \(x,y,z\). In the L1_0 structure, pure layers of A and B alternate along the \(c\) axis, taken as \([001]\). Describe the species by

\[
\sigma=(-1)^z,\qquad \sigma=+1\ \text{for A},\quad \sigma=-1\ \text{for B}.
\]

Take the A atom at the origin and look at its nearest neighbours in the next (100) plane, \(x=1\). There are four:

- \((1,1,0)\) and \((1,-1,0)\) have \(z=0\), so they are A;
- \((1,0,1)\) and \((1,0,-1)\) have odd \(z\), so they are B.

Now shift the whole half-crystal \(x\ge1\) by \(\tfrac a2[011]\). This changes \(z\) by one and therefore exchanges A and B on every site of that half. The shift lies in the (100) plane, so no atoms need be added or removed. The result is an antiphase boundary.

The A atom had two A and two B neighbours across the plane. It now has two B and two A. A B atom likewise keeps two neighbours of each kind. Every crossing bond has changed its character, yet the numbers of AA, BB and AB bonds are all unchanged. If all nearest-neighbour bonds of a given kind have the same energy, and no other interaction acts, the boundary costs nothing.

For a plane of 288 atoms, direct counting gives 288 AA, 288 BB and 576 AB crossing bonds, both before and after the shift.

## The two cancelling contributions

To weigh the two changes separately, let \(V_{AA},V_{BB},V_{AB}\) be the bond energies and define

\[
W=V_{AB}-\tfrac12(V_{AA}+V_{BB}).
\]

A bond between species \(\sigma\) and \(\sigma'\) then has energy

\[
V(\sigma,\sigma')=V_0+\tfrac14(V_{AA}-V_{BB})(\sigma+\sigma')-\tfrac W2\,\sigma\sigma',
\]

with \(V_0=\tfrac12(V_{AA}+V_{BB})+\tfrac12W\). Inserting the values \(\pm1\) recovers the three bond energies. Every site has the same number of bonds, so the linear term adds up to a multiple of \(\sum\sigma\), which is zero at equal composition. Only the product term can change. Turning an unlike bond into a like one changes the energy by \(-W\); the reverse changes it by \(+W\).

For nearest neighbours, ordering requires \(W_1<0\). Use \(W_1=-100\) meV and \(a=0.37\) nm. Each atom occupies a volume \(a^3/4\), and (100) planes are \(a/2\) apart, so the area per atom is \(a^2/2\). The site density is \(2/a^2=14.61\) nm\(^{-2}\). Per atom, two unlike bonds are lost and two are made:

\[
\begin{aligned}
\text{lost:}&\quad +2|W_1|\frac2{a^2}=+2.922\ \text{eV/nm}^2,\\
\text{made:}&\quad -2|W_1|\frac2{a^2}=-2.922\ \text{eV/nm}^2.
\end{aligned}
\]

The zero is thus a difference of two large terms, which matters once the bonds cease to be equivalent.

## Other boundary planes

Let the boundary have unit normal \(\mathbf n=(h,k,l)/M\), with \(M=\sqrt{h^2+k^2+l^2}\). Keep the lattice sites fixed and exchange A and B on one side. A bond with vector \(\mathbf d\) crosses the boundary if its starting atom lies within a slab of thickness \(|\mathbf n\cdot\mathbf d|\). Since there are \(4/a^3\) atoms per volume, the number of such bonds per area is \(4|\mathbf n\cdot\mathbf d|/a^3\). Each crossing bond changes between like and unlike. Counting one vector from each pair \(\pm\mathbf d\),

\[
\gamma=\frac{4|W_1|}{a^3}\left[\sum_{\rm unlike}|\mathbf n\cdot\mathbf d|-\sum_{\rm like}|\mathbf n\cdot\mathbf d|\right],
\]

where "like" and "unlike" refer to the perfect crystal.

The like bonds are \(\tfrac a2(1,\pm1,0)\). The unlike ones are \(\tfrac a2(1,0,\pm1)\) and \(\tfrac a2(0,1,\pm1)\). The sums follow from

\[
|p+q|+|p-q|=2\max(|p|,|q|).
\]

Indeed, if \(|p|\ge|q|\), neither \(p+q\) nor \(p-q\) has the sign opposite to \(p\), so the moduli add to \(2|p|\); the other case follows by exchanging \(p\) and \(q\). Hence

\[
\begin{aligned}
\sum_{\rm like}|\mathbf n\cdot\mathbf d|&=\frac aM\max(|h|,|k|),\\
\sum_{\rm unlike}|\mathbf n\cdot\mathbf d|&=\frac aM\left[\max(|h|,|l|)+\max(|k|,|l|)\right],
\end{aligned}
\]

and

\[
\gamma=\frac{4|W_1|}{a^2M}\left[\max(|h|,|l|)+\max(|k|,|l|)-\max(|h|,|k|)\right].
\]

To find the zeros, take \(|h|\ge|k|\); the other case follows by exchanging \(h\) and \(k\).

- If \(|l|\le|h|\), the bracket is \(\max(|k|,|l|)\). It vanishes only when \(k=l=0\), which is the (100) plane.
- If \(|l|>|h|\), the bracket is \(2|l|-|h|\), which is positive.

Thus, among atomically flat cuts, only (100) and (010), the cube planes containing the \(c\) axis, cost nothing. Bond counting agrees with the formula for all 49 coprime planes with indices from 0 to 3, and finds these two zeros.

The other planes show what fails. For (111), \(\gamma=1.687\) eV/nm\(^2\), or 270 mJ/m\(^2\). The (101) plane also contains an antiphase shift, yet it costs 2.066 eV/nm\(^2\). A shift lying in the plane is therefore not sufficient; the bond numbers must balance.

At (001), all four crossing bonds per atom change from unlike to like, giving 5.844 eV/nm\(^2\). Such a boundary joins either two A layers or two B layers, and this number is the average of the two. The same averaging applies to (110) and to every other orientation whose planes contain one species each, such as (112) and (201); 14 of the 49 planes above are of this kind. For these planes the shift does not lie in the boundary, and a real displacement would require inserting or removing atoms.

These values belong to flat cuts and are not all minima. An atom beside a flat (001) boundary has four unlike and eight like neighbours, so changing its species lowers the product term by \(4|W_1|=0.4\) eV; beside (110) it has five and seven, and the gain is 0.2 eV. A single change also shifts the linear term by \(\pm6(V_{AA}-V_{BB})\). This cancels when an A atom and a distant B atom in such positions are exchanged, and the gains then hold per atom. A zigzag of (101) and \((\bar101)\) facets brings (001) down to 2.922 eV/nm\(^2\). A boundary of mean orientation (110) built from (100) and (010) facets of length \(La/2\) pays only for its edges, \(2.066/L\) eV/nm\(^2\), which tends to zero as the facets lengthen.

## A free boundary is a ground state

Four mutually neighbouring fcc sites form a tetrahedron. With \(m\) A atoms it has \(m(4-m)\) unlike edges: 0, 3 or 4. The maximum, four out of six, requires two atoms of each species. All nearest-neighbour bonds are equivalent by lattice symmetry and belong to equally many tetrahedra. A crystal in which every tetrahedron reaches this maximum therefore has the lowest possible nearest-neighbour energy at equal composition.

Each tetrahedron has two atoms in one (100) plane and two in the next. Neighbours within a (100) plane differ by \((0,\pm1,\pm1)\), so they are unlike: the plane is a checkerboard of A and B. Exchanging the species throughout a plane leaves one A and one B in each pair. Every tetrahedron remains balanced, and the boundary crystal is itself a ground state. With (001) boundaries, by contrast, 1152 tetrahedra in the 6912-atom test crystal are unbalanced.

The argument holds for each (100) plane separately, so any set of these planes may be reversed without cost. Reversing every second plane multiplies \(\sigma\) by \((-1)^x\). Because \(x+y+z\) is even,

\[
(-1)^z(-1)^x=(-1)^y.
\]

This is again perfect L1_0, with its \(c\) axis along \(y\). In this limit, a boundary at every plane has turned one orientation of the ordered crystal into another.

## Farther neighbours

Suppose now that neighbour shells two to four also act, with strengths \(W_2,W_3,W_4\). A like bond made unlike contributes \(+W\), and an unlike bond made like contributes \(-W\). For (100), sum the component \(d_x>0\) with these signs:

- Shell 2: \(\tfrac a2(2,0,0)\) is like and gives \(+a\).
- Shell 3: four unlike vectors \(\tfrac a2(2,\pm1,\pm1)\) give \(-4a\), four unlike vectors \(\tfrac a2(1,\pm2,\pm1)\) give \(-2a\), and four like vectors \(\tfrac a2(1,\pm1,\pm2)\) give \(+2a\). The total is \(-4a\).
- Shell 4: the four like vectors \(\tfrac a2(2,\pm2,0)\) and \(\tfrac a2(2,0,\pm2)\) give \(+4a\).

Multiplication by \(4/a^3\) gives

\[
\gamma_{100}=\frac4{a^2}(W_2-4W_3+4W_4).
\]

For the chosen values 5.0, 1.0 and 0.5 meV, the bracket is \(5-4+2=3\) meV and \(\gamma_{100}=0.088\) eV/nm\(^2\), or 14 mJ/m\(^2\). The third and fourth shells carry four times the weight of the second, so small interactions there matter. With \(W_2\) and \(W_4\) held fixed, \(W_3>1.75\) meV would make the result negative. An isolated boundary would then lower the energy, and uniform L1_0 would not be the ground state. The spacing of many boundaries would also depend on their mutual interaction, which is not treated here.

## Tetragonal distortion

L1_0 order singles out the \(c\) axis, so in general \(c\ne a\). The twelve nearest-neighbour bonds split into four within a \(c\) layer, with strength \(W_{\rm in}\), and eight between layers, with strength \(W_{\rm out}\). The shift is now half of \((0,a,c)\), and the area per atom is \(ac/2\). Two like bonds within layers become unlike, and two unlike bonds between layers become like:

\[
\gamma_{100}=\frac2{ac}\left(2W_{\rm in}-2W_{\rm out}\right)=\frac{4(W_{\rm in}-W_{\rm out})}{ac}.
\]

The bond numbers still balance, but the energies do not.

For \(c=0.35\) nm, the bond lengths are \(a/\sqrt2=0.2616\) nm and \(\tfrac12\sqrt{a^2+c^2}=0.2547\) nm. To estimate the effect, hold \(W_{\rm in}\) at \(-100\) meV and assume that the strength varies as \(r^{-6}\). Then \(W_{\rm out}=-117.6\) meV, and

\[
\gamma_{100}=\frac{4(0.0176\ \text{eV})}{(0.37)(0.35)\ \text{nm}^2}\approx0.54\ \text{eV/nm}^2,
\]

or 87 mJ/m\(^2\). This is 0.32 of the cubic (111) value and 5.3 to 6.2 times the contribution from the farther shells (14 mJ/m\(^2\) in the cubic cell, 16.5 if the same distortion and distance law are applied to them). A difference of 0.007 nm in bond length has this effect because it unbalances two large terms, \(4|W_{\rm in}|/ac=3.09\) and \(4|W_{\rm out}|/ac=3.63\) eV/nm\(^2\). Imposing \(c>a\) under the same law would reverse the sign, but that law itself pulls the unlike bonds shorter and favours \(c<a\). If the pair forces alone set the distortion, and like bonds act as springs of stiffness \(K\), equilibrium gives \(r_{\rm in}-r_{\rm out}=W'/K\), with \(W'\) the slope of \(W(r)\) at \(r_{\rm out}\). Then, to first order in the distortion, \(W_{\rm in}-W_{\rm out}\approx W'^2/K\) is positive for either sign of \(c-a\).

## Temperature and magnetism

In the perfect crystal, an atom has eight unlike and four like nearest neighbours. Beside a (100) boundary it has four unlike neighbours in its own plane, and two unlike and two like on each side: again eight and four. Putting the wrong species on the site costs \((8-4)|W_1|=0.400\) eV in both places, taken as half the cost of exchanging two distant atoms of different species. At 550 K, where \(k_BT=47.4\) meV, the equilibrium antisite fraction at exactly equal composition is about \(e^{-0.400/0.0474}\approx2\times10^{-4}\). With equal nearest-neighbour bonds, isolated antisites therefore favour neither the boundary nor the bulk. With the tetragonal bonds above, the cost is \(8|W_{\rm out}|-4|W_{\rm in}|=0.541\) eV in the bulk and \(4|W_{\rm out}|=0.470\) eV beside the boundary, giving fractions of about \(1\times10^{-5}\) and \(5\times10^{-5}\), so antisites then favour the boundary. Clusters of antisites are not covered by this estimate.

If A is magnetic Mn, let its moments alternate in sign from one (100) plane to the next. Nearest neighbours within such a plane are Mn–Ni, so all nearest Mn–Mn pairs join adjacent planes and are antiparallel. Their number is 6912 in the test crystal both with and without the boundaries. An equal nearest-neighbour Mn–Mn coupling thus adds no cost for this collinear pattern. With \(c\ne a\) the coupling need not be equal: 576 of these pairs cross a boundary and lie 0.2547 nm apart instead of 0.2616 nm. Longer-ranged coupling may also change the boundary energy, in a direction set by the sign of the coupling, since the parallel Mn–Mn pairs at distance \(a\) fall from 6912 to 6336.

## NiMn pinning layers

L1_0 NiMn has been used as an antiferromagnetic pinning layer in magnetic read sensors. The lattice sizes and the 550 K anneal temperature used here are rough values for that case. The interactions are round model values, not computed for NiMn; \(|W_1|\) is merely comparable to \(k_BT=86.2\) meV at 1000 K, near which the nearest-neighbour model disorders. Bulk NiMn reaches L1_0 in this range from an already ordered B2 phase rather than from disordered fcc, so the match sets only a scale. Real NiMn breaks the assumption of equal bonds through its tetragonality, which in this model moves the (100) energy from zero to 87 mJ/m\(^2\). That figure depends on the assumed distance law, running from 27 to 189 mJ/m\(^2\) for exponents from 2 to 12, and is not a prediction for a film. Atomic relaxation at the boundary is left out, and a deposited film need not have reached equilibrium order.

## Computed values

```
lattice constant a = 0.37 nm, tetragonal axis c = 0.35 nm
NN interaction W1 = -100 meV
k_B times 1000 K = 86.2 meV
atoms in test crystal = 6912
atoms in one (100) plane of the crystal = 288
bonds across (100), AA BB AB, before shift = 288 288 576
bonds across (100), AA BB AB, after shift  = 288 288 576
unlike bonds across per atom, before = 2.0
unlike bonds across per atom, after = 2.0
areal density of (100) sites = 14.61 per nm^2
cost of unlike bonds lost = 2.922 eV/nm^2
gain from unlike bonds made = -2.922 eV/nm^2
NN APB energy (1, 0, 0) = 0.000 eV/nm^2, shift in plane
NN APB energy (0, 1, 0) = 0.000 eV/nm^2, shift in plane
NN APB energy (0, 0, 1) = 5.844 eV/nm^2, shift not in plane
NN APB energy (1, 1, 0) = 2.066 eV/nm^2, shift not in plane
NN APB energy (1, 0, 1) = 2.066 eV/nm^2, shift in plane
NN APB energy (1, 1, 1) = 1.687 eV/nm^2, shift in plane
NN APB energy (111) converted = 270 mJ/m^2
planes scanned = 49, with zero energy = 2
unbalanced tetrahedra: (100) APBs 0, (001) APBs 1152
W2, W3, W4 = 5.0, 1.0, 0.5 meV
(100) APB energy from shells 2-4 = 0.088 eV/nm^2
the same converted = 14 mJ/m^2
NN distance in c layer = 0.2616 nm, between layers = 0.2547 nm
assumed decay power of W1 with distance = 6
W_in = -100.0 meV, W_out = -117.6 meV
(100) APB energy from tetragonality = 0.543 eV/nm^2
the same converted = 87 mJ/m^2
ratio of tetragonal (100) to cubic NN (111) energy = 0.32
antisite cost in bulk = 0.400 eV, at APB = 0.400 eV
thermal energy at 550 K = 47.4 meV
antisite fraction at 550 K = 2.2e-04
antiparallel NN Mn-Mn pairs: perfect 6912, APB 6912
parallel NN Mn-Mn pairs: perfect 0, APB 0
```
